# Why series connection evens out heating in layers with falling resistance

**Question.** Two identical resistive layers are connected in series, and each is cooled by its own heat sink. Their resistance falls as they warm. Material of this kind is prone to thermal breakdown: at a fixed voltage, warming raises the current, and the larger current brings more warming. Suppose that one layer happens to be a little hotter than the other. Why does it not run ahead of its partner, and at what rate does the temperature difference change?

**Answer.**

### The mechanism

The charge that passes through one layer must also pass through the other, so both carry the same current \(I\). The Joule power in a layer of resistance \(R\) is then \(I^2R\). The hotter layer has the smaller resistance and therefore receives less power than the cooler one. It also loses more heat to its sink, because it stands further above the sink temperature. Both effects reduce the difference.

The same conclusion follows from the voltages. The hotter layer takes the fraction \(R_1/(R_1+R_2)\) of the pair's voltage, which is less than half. Its power is \(V_1^2/R_1\). The lower resistance in the denominator would by itself raise this power, but \(V_1\) is proportional to \(R_1\) at a given current, so the numerator falls as \(R_1^2\). The net result is again proportional to \(R_1\).

The familiar runaway argument assumes that the voltage across the heated object is held fixed. That may be true of the pair. It is not true of either layer, whose voltage is free to fall when it warms.

### From heat balance to a decay rate

Let each layer have one temperature \(T_i\), heat capacity \(C\), and cooling conductance \(G\) to an ideal sink at \(T_0\). Let the conduction be ohmic, with a resistance \(R(T)\) that depends on temperature alone. No heat passes between the layers for now. The heat balances are

\[
C\frac{dT_i}{dt}=I^2R(T_i)-G(T_i-T_0),\qquad i=1,2 .
\]

Subtract the second from the first and write \(\delta=T_1-T_2\). The sink temperature cancels:

\[
C\frac{d\delta}{dt}=I^2\,[R(T_1)-R(T_2)]-G\delta .
\tag{1}
\]

The source enters through the common factor \(I^2\), which cannot be negative. If \(\delta>0\), the bracket is negative because \(R\) falls with temperature. Hence \(d\delta/dt\le -G\delta/C\), which is the same as

\[
\frac{d}{dt}\left(\delta\,e^{Gt/C}\right)\le 0 .
\]

The difference cannot change sign. If the temperatures ever became equal, they would stay equal, since both layers would then obey the same first-order equation from the same starting value. Exchanging the labels covers \(\delta<0\). Therefore

\[
|\delta(t)|\le|\delta(0)|\,e^{-Gt/C}
\tag{2}
\]

for a difference of any size and any current waveform, within this model. Cooling alone guarantees this much; the electrical effect makes the decay faster.

To find how much faster, take a small difference about the mean temperature \(T\), with \(T_1=T+\delta/2\) and \(T_2=T-\delta/2\). A Taylor expansion gives

\[
R(T_1)-R(T_2)=R'(T)\,\delta+O(\delta^3),
\]
\[
R(T_1)+R(T_2)=2R(T)+\tfrac14R''(T)\,\delta^2+O(\delta^4).
\]

The source does not affect the rate: the bracket in (1) is already of first order in \(\delta\), so any change of current caused by \(\delta\) could enter only at second order. The second line shows that the current does not even change at first order. A source sees the sum of the two resistances, and one layer's loss is the other's gain to first order. The current is therefore unchanged to first order in \(\delta\), whether the pair is fed from a fixed voltage, a fixed current, or through a load.

Define the temperature coefficient \(\alpha=R'/R\), which is negative here, and the power per layer \(P=I^2R(T)\). Then \(I^2R'=\alpha P=-|\alpha|P\), and equation (1) becomes

\[
\frac{d\delta}{dt}=-\lambda\,\delta,\qquad
\boxed{\lambda=\frac{G+|\alpha|P}{C}}
\tag{3}
\]

The quantity \(|\alpha|P\) has the unit of a thermal conductance. It is the power that the hotter layer gives up, relative to the cooler one, per kelvin of difference, and it adds to the true cooling.

No steady state was assumed. If the mean temperature moves, \(P\) and \(\alpha\) take their momentary values, and a small difference obeys

\[
\delta(t)=\delta(0)\exp\left[-\int_0^t\lambda(t')\,dt'\right].
\tag{4}
\]

Two limits show the separate parts. Without current, or with a resistance independent of temperature, \(\lambda=G/C\), the ordinary cooling rate. Without cooling, \(\lambda=|\alpha|P/C\): both layers heat up, yet their difference still shrinks.

### What the series connection does not prevent

Equalizing the layers is not the same as keeping them cool. Let both temperatures shift together by a small \(\theta\) from a steady state, with a fixed supply voltage \(V_s\) and a load resistance \(R_L\). Now the total resistance does change, and

\[
I=\frac{V_s}{R_L+2R},\qquad P=\frac{V_s^2R}{(R_L+2R)^2}.
\]

Taking logarithms and differentiating,

\[
\frac{d\ln P}{d\ln R}=1-\frac{4R}{R_L+2R}=\frac{R_L-2R}{R_L+2R}.
\]

Since \(d\ln R/dT=-|\alpha|\), the linearized balance \(C\,d\theta/dt=(dP/dT-G)\theta\) gives \(\theta\propto e^{st}\) with

\[
s=-\frac1C\left[G+|\alpha|P\,\frac{R_L-2R}{R_L+2R}\right].
\tag{5}
\]

For a fixed current, \(R_L\to\infty\) and \(s=-\lambda\). For a fixed voltage across the pair, \(R_L=0\) and \(s=(|\alpha|P-G)/C\). If \(b=|\alpha|P/G\) exceeds one, the steady state is unstable: a slight warming of the pair runs away, while a slight cooling takes it down to a cooler steady state. Even so, as long as each layer keeps a uniform temperature, equation (3) holds during the runaway: the layers heat up together.

A load can stabilize the common temperature as well. Setting \(s<0\) in (5), dividing by \(G\), and multiplying by \(R_L+2R\) gives \(R_L(1+b)>2R(b-1)\), or

\[
R_L>2R\,\frac{b-1}{b+1}\qquad(b>1).
\tag{6}
\]

### Two changes that remove the protection

Connect the same layers in parallel. They now share a voltage \(V\), and the difference in power is

\[
\frac{V^2}{R(T_1)}-\frac{V^2}{R(T_2)}\simeq-\frac{V^2R'}{R^2}\,\delta=+|\alpha|P\,\delta .
\]

The sum of the conductances is unchanged to first order, so \(V\) is too. The difference has the growth exponent \((|\alpha|P-G)/C\). The hotter layer draws more current at the same voltage, and for \(b>1\) the current concentrates in it.

Alternatively, keep the series connection but make the temperature coefficient positive. Then \(I^2R'=+|\alpha|P\), and the exponent is again \((|\alpha|P-G)/C\). The suppression thus rests on a combination: a shared current and a falling resistance. Making both changes at once restores it: with a shared voltage and a rising resistance, the hotter layer again receives less power.

### Charge must relax faster than heat

A layer is also a capacitor. In a changing state its current consists of conduction plus charging current, and it is the total that both layers share. With capacitance \(C_e\) per layer,

\[
C_e\frac{dV_i}{dt}=I-\frac{V_i}{R_i},\qquad
C\frac{dT_i}{dt}=\frac{V_i^2}{R_i}-G(T_i-T_0).
\]

Let \(u=V_1-V_2\) and \(\tau_e=RC_e\), and linearize about a steady state with \(V=IR\) on each layer. Subtraction removes the total current. The conduction currents differ by \(u/R-VR'\delta/R^2=u/R+|\alpha|I\delta\), and the powers by \(2Vu/R-V^2R'\delta/R^2=2Iu+|\alpha|P\delta\). Therefore

\[
\frac{du}{dt}=-\frac{u+|\alpha|IR\,\delta}{\tau_e},\qquad
\frac{d\delta}{dt}=\frac{2I}{C}u+\frac{|\alpha|P-G}{C}\,\delta .
\tag{7}
\]

If charge relaxes quickly, \(u\) follows \(-|\alpha|IR\,\delta\). The first term of the second equation becomes \(-2|\alpha|P\delta/C\), which turns the destabilizing \(+|\alpha|P\) into \(-|\alpha|P\) and restores (3). If charge relaxes slowly, the voltages have no time to redistribute, and the layers behave at first as though they were in parallel.

The matrix of (7) has determinant and trace

\[
D=\frac{G+|\alpha|P}{\tau_eC}>0,\qquad
S=-\frac1{\tau_e}+\frac{|\alpha|P-G}{C}.
\]

With a positive determinant, both solutions decay if \(S<0\). For \(b\le1\) this holds at any \(\tau_e\). For \(b>1\) it requires

\[
\tau_e<\frac{C}{|\alpha|P-G}.
\tag{8}
\]

At the limit \(S=0\) the eigenvalues are \(\pm i\sqrt D\), so just beyond it the difference oscillates with growing amplitude. For a uniform layer of permittivity \(\varepsilon\) and resistivity \(\rho\), \(\tau_e=\varepsilon\rho\), whatever its dimensions. A high resistivity alone does not endanger (8), because it lengthens \(\tau_e\) and lowers \(P\) in the same proportion. With field \(F\) in the layer and heat capacity \(c\) per volume, \(P/C=F^2/(\rho c)\), so \(\tau_e|\alpha|P/C=\varepsilon|\alpha|F^2/c\), and (8) becomes \(\varepsilon|\alpha|F^2/c<1+\tau_eG/C\). It can fail only for \(F>\sqrt{c/(\varepsilon|\alpha|)}\). For the values of the example below, with relative permittivity 30, this is 6.3 MV/cm, and at \(b=1.42\) the threshold is 11.6 MV/cm whatever the resistivity. Such fields lie far above the dielectric strength of a millimetre-thick ceramic, where the ohmic law assumed here no longer holds.

### Numbers for two ceramic layers

Take two square plates, 1.0 cm on a side and 1.0 mm thick, with resistivity 1000 ohm cm at 300 K and activation energy \(E_a=0.30\) eV. The heat capacity per volume is \(c=3.0\) J/(cm³ K), so \(C=0.300\) J/K. Each plate has \(G=15.0\) mW/K to a sink at 300 K, and the chosen steady state is at 350 K.

The resistance of a plate at 300 K is \(1000\times0.1/1=100\) ohm. With \(R\propto\exp(E_a/k_BT)\), it falls to 19.06 ohm at 350 K, where

\[
\alpha=-\frac{E_a}{k_BT^2}=-0.0284\ \text{K}^{-1}.
\]

Steady heat balance requires \(P=15.0\ \text{mW/K}\times50\ \text{K}=0.750\) W. The current is \(\sqrt{0.750/19.06}=0.198\) A, and each plate carries 3.78 V. The electrical contribution to the decay is \(|\alpha|P=0.0284\times750=21.3\) mW/K, larger than the cooling conductance, with \(b=1.42\). Hence

\[
\lambda=\frac{15.0+21.3}{300}\ \text{s}^{-1}=0.121\ \text{s}^{-1},\qquad
\frac1\lambda=8.3\ \text{s}.
\]

Cooling alone would take 20 s. At a fixed voltage across the pair, the common temperature is unstable, with exponent \((21.3-15.0)/300=0.021\) s⁻¹ and a growth time of 47.5 s. Equation (6) gives the stabilizing load: \(R_L>2\times19.06\times0.421/2.421=6.63\) ohm, with the steady state held at 350 K.

The nonlinear heat balances, started with the plates at 360 K and 350 K, give the following.

| Time (s) | Series, fixed voltage: mean (K) | Series: difference (K) | Parallel, fixed total current: difference (K) |
|---|---|---|---|
| 0 | 355.00 | 10.000 | 10.00 |
| 10 | 356.32 | 2.725 | 11.44 |
| 20 | 358.28 | 0.718 | 13.67 |
| 40 | 365.33 | 0.043 | 19.84 |

In series the mean climbs by about 10 K while the difference falls by a factor of more than 200. The decay is faster than \(e^{-\lambda t}\) with \(\lambda\) fixed at its 350 K value, which would leave 3.0 K after 10 s. The reason is the mean temperature, which starts 5 K above 350 K and then rises further. At fixed voltage \(P\propto1/R\), so

\[
\frac{d\ln(|\alpha|P)}{dT}=|\alpha|-\frac2T,
\]

which is \(0.0284-0.0057>0\) at 350 K: \(\lambda\) grows as the pair warms. For a small difference, the integral in (4), starting from a mean of 355 K, is 5.48 over 40 s, compared with \(0.121\times40=4.84\) at constant \(\lambda\).

The parallel difference grows more slowly at first than the exponent 0.021 s⁻¹ suggests; that would give 12.3 K after 10 s. This run starts 5 K above the steady state, and at fixed total current a warmer pair has less resistance and dissipates less. The smaller \(P\) lowers the growth exponent.

### Unequal plates and hot spots within a plate

Real plates are not identical. Let their resistances at equal temperature be \((1\pm m/2)R\). At a fixed current, and to first order in \(m\), the steady difference satisfies \(mP-|\alpha|P\delta=G\delta\), so

\[
\delta=\frac{mP}{G+|\alpha|P}.
\]

For \(m=10\%\) this is \(75/36.3=2.07\) K. Without the resistance feedback it would be \(75/15.0=5.00\) K. Series connection reduces the effect of a mismatch but does not remove it.

Nor does it protect the interior of a plate. Regions side by side under one electrode are in parallel, and the hotter region draws more current. Cooling to the sink and sideways heat conduction oppose this. For a square of side \(L\) with insulated edges, the slowest uneven pattern is \(\cos(\pi x/L)\). It leaves the total conductance, and hence the plate voltage, unchanged to first order. With thermal conductivity \(\kappa\), its exponent is

\[
s_1=\frac{|\alpha|P-G}{C}-\frac{\kappa\pi^2}{cL^2}.
\]

For \(\kappa=2.5\) W/(m K) and \(L=1\) cm this is \(-0.061\) s⁻¹ at 350 K, so a small unevenness dies out there. In a runaway at fixed voltage \(|\alpha|P\) grows, and with conduction in the ceramic alone \(s_1\) turns positive at about 380 K. If the power and cooling per area, the thickness and the temperature are held fixed while the side is increased, \(s_1\) reaches zero at 1.98 cm. A larger plate could form a hot filament even though its series partner is perfectly matched. This limit counts heat conduction in the ceramic alone. Metal electrodes also spread heat sideways: two films 10 µm thick, with an assumed conductivity of 200 W/(m K), add 4.0 mW/K to the ceramic's sheet conductance of 2.5 mW/K and move the limit to about 3.2 cm.

### How far the model can be trusted here

The parameters are rough values in the regime of manganite-spinel thermistor ceramics, whose resistivities span several orders of magnitude. The cooling is strong for plates of this size: 15 mW/K over two faces of 1 cm² each means 75 W/(m² K), well above the roughly 10 to 20 W/(m² K) that still air and radiation together provide. It calls for forced air or contact with a sink. Forced air also cools the rim, which has a fifth of the area of the two faces, and that share must be counted in \(G\).

Of the corrections to \(\lambda\) evaluated here, the largest comes from the conduction law. In adiabatic small-polaron hopping the resistivity carries an additional factor \(T\), which changes \(\alpha\) by \(+1/T\). With \(R\) and \(P\) held at their 350 K values, \(\lambda\) falls by 5.9% to 0.114 s⁻¹. Quantities that depend on the small difference \(|\alpha|P-G\) are much more sensitive: the growth time at fixed voltage rises from 47.5 s to 72 s, and the side limit for the ceramic alone from 1.98 cm to 2.43 cm.

Separate cooling is also an idealization. A thermal conductance \(K\) between the plates removes \(K\delta\) from one and delivers it to the other, adding \(2K/C\) to \(\lambda\). A copper-like connecting wire 5 cm long and 0.05 mm² in section, with conductivity 400 W/(m K), has \(K=0.40\) mW/K and, if it neither loses nor stores heat along its length, raises the rate by 2.2%. With the heat capacity of copper, about 3.45 J/(cm³ K), the wire holds about 3% of \(C\), and the gain drops to about 1.7%. Plates pressed together would equalize faster still, but would no longer be separately cooled.

The other effects evaluated here are smaller. Resolving the temperature through the thickness, with both faces cooled and the current unchanged, gives a difference of about 0.4 K between the middle and the faces (the program's 0.355 K is taken between cell centres and omits the outermost half cells) and lowers \(\lambda\) by 0.41%; refining the mesh from 20 to 40 cells moves that rate by 0.0015%. Black-body radiation from the rim would add 2.6% to \(G\), or about 1% to \(\lambda\) at fixed \(P\). With relative permittivity 30, the charge relaxation time is 0.5 ns, against the 47.5 s allowed by (8). The field is 38 V/cm, and for a hopping length of 0.3 nm the field-induced change in conductivity is of order \(10^{-10}\).

Electrodes and mounts were given no heat capacity. Any part of them that closely follows the plate's temperature adds to \(C\) and lengthens the thermal times in proportion. The main values are in the numerical output below.

## Calculated quantities

```
side 1.0 cm, thickness 1.0 mm
resistivity at 300 K: 1000 ohm cm
activation energy: 0.30 eV
heat capacity per volume: 3.0 J/(cm3 K)
thermal conductivity: 2.5 W/(m K)
cooling conductance G: 15.0 mW/K
sink 300 K, operating layer 350 K
heat capacity C: 0.300 J/K
layer resistance at 350 K: 19.06 ohm
power per layer P: 0.750 W
current: 0.1984 A
voltage per layer: 3.780 V
alpha: -0.02842 1/K
|alpha| P: 21.31 mW/K
ratio b = |alpha| P / G: 1.421
cooling-only rate G/C: 0.0500 1/s, time 20.00 s
difference decay rate: 0.1210 1/s
difference decay time: 8.26 s
common growth, fixed voltage: 0.0210 1/s
common growth time, fixed voltage: 47.5 s
parallel difference growth: 0.0210 1/s
least stabilizing load: 6.63 ohm
series at fixed voltage; parallel at fixed total current:
t 0 s: series mean 355.00 K, diff 10.000 K; parallel diff 10.00 K
t 10 s: series mean 356.32 K, diff 2.725 K; parallel diff 11.44 K
t 20 s: series mean 358.28 K, diff 0.718 K; parallel diff 13.67 K
t 40 s: series mean 365.33 K, diff 0.043 K; parallel diff 19.84 K
integrated exponent, 40 s from 355 K: 5.480
resistance mismatch: 10 %
steady mismatch difference: 2.066 K
same without feedback: 5.000 K
relative permittivity: 30
charge relaxation time: 0.506 ns
largest allowed relaxation time: 47.5 s
first lateral mode growth: -0.0611 1/s
largest laterally stable side: 1.98 cm
temperature spread through layer: 0.355 K
depth-resolved decay rate: 0.12055 1/s
its shift from lumped rate: -0.41 %
mesh shift, 20 to 40 cells: 0.0015 %
rate with polaron factor T: 0.1139 1/s
its shift: -5.90 %
wire: 0.05 mm2, 5 cm, 400 W/(m K)
wire conductance: 0.40 mW/K
rate shift from wire: 2.20 %
black rim radiation / G: 2.59 %
field in layer: 37.8 V/cm
hop length: 0.3 nm
high-field conductivity change: 5.9e-11
```
